# A Semiclassical Newton Matrix Does Not Change the Quantum Poisson–Schrödinger Answer

A thin silicon film lies between a front gate and a back gate. With the front gate switched on, electrons collect near the front oxide, but their wave functions vanish at the oxide and push the charge into the film. A semiclassical density, which depends on the local potential alone, misses this displacement. Suppose that a solver computes the charge from the Schrödinger equation but uses the derivative of the semiclassical density in its Newton matrix, because that derivative is cheap and diagonal. Is the converged charge quantum, semiclassical, or a mixture?

The claim to be refuted is that the semiclassical derivative makes the answer semiclassical. One device suffices as a counter-example, provided that its two answers are well separated.

## The device and its equations

The film is undoped (100) silicon, 7 nm thick, with a 1 nm front oxide and a 20 nm back oxide. The temperature is 300 K, so $kT=25.85$ meV. The front gate is at 1.0 V and the back gate at 0 V. Both gate work functions lie 0.45 eV above the silicon affinity. There is no drain bias, and holes are omitted.

Let $\phi=-(E_c-E_F)/q$, in volts, where $E_c$ is the conduction edge and $E_F$ the Fermi level. With energies in eV measured from $E_F$, the conduction edge is numerically $-\phi$. The gate drives, which are gate voltage minus work-function offset, are $u_f=0.55$ V and $u_b=-0.45$ V.

For electron density $n$, Poisson's equation is $\epsilon\,d^2\phi/dx^2=qn$. Integrate it over a grid cell of width $h$, and let $Q_i$ be the magnitude of the electron charge per area in cell $i$. With $c=\epsilon/h$,

$$c(2\phi_i-\phi_{i-1}-\phi_{i+1})+Q_i=0 .$$

At the front node the left neighbour is the gate, reached through the oxide capacitance $C_f$:

$$(c+C_f)\phi_0-c\phi_1-C_fu_f+Q_0=0 .$$

The back node has the same form with $C_b$ and $u_b$. Together these equations read

$$F(\phi)\equiv K\phi-b+Q[\phi]=0, \tag{1}$$

where $b$ holds $C_fu_f$ and $C_bu_b$ in its end entries. Here $C_f=3.453$ and $C_b=0.173$ µF/cm².

The quantum charge comes from the levels of

$$-t\,(v_{i+1}-2v_i+v_{i-1})-\phi_iv_i=Ev_i,\qquad t=\frac{\hbar^2}{2m_zh^2},$$

with $v=0$ at both oxides and $\sum_iv_i^2=1$. Each level carries free in-plane motion with a constant density of states. Let $A$ be that density times the electron charge, with spin and valleys included. Filling the level with Fermi statistics gives

$$N(E)=A\int_E^\infty\frac{dE'}{1+e^{E'/kT}}=A\,kT\ln\!\left(1+e^{-E/kT}\right),$$

$$Q_i[\phi]=\sum_jN(E_j)\,v_{ij}^2 . \tag{2}$$

The sum runs over two valley ladders: two valleys with the heavy mass across the film, and four with the light mass.

The semiclassical density replaces the levels by plane waves across the film, with the local band edge as the origin of energy:

$$n_{sc}(\phi)=\sum_{\text{ladders}}A\,kT\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\ln\!\left(1+e^{(\phi-\hbar^2k^2/2m_z)/kT}\right).$$

This $n_{sc}$ is a charge per volume, since $A$ contains the charge. Multiplied by the cell width $w_i$ ($h$ inside, $h/2$ at the ends), it gives the semiclassical node charge. Its derivative is the diagonal matrix

$$D_{ii}=w_i\sum_{\text{ladders}}A\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{1}{1+e^{(\hbar^2k^2/2m_z-\phi_i)/kT}}>0 . \tag{3}$$

## The counter-example

There are two different problems. Problem S puts the semiclassical charge into (1), and problem Q puts in the quantum charge (2). Solved each with its own exact derivative, they give:

- **S:** sheet density $9.48\times10^{12}$ cm⁻², charge centroid 0.95 nm from the front oxide, $\phi_0=0.0921$ V.
- **Q:** sheet density $7.29\times10^{12}$ cm⁻², charge centroid 1.94 nm, $\phi_0=0.1929$ V.

The semiclassical density is 30% higher, relative to the quantum one. Charge balance shows why. Summing all rows of (1) cancels the internal differences and leaves

$$\sum_iQ_i=C_f(u_f-\phi_0)+C_b(u_b-\phi_N).$$

The quantum front potential is higher by $0.1929-0.0921=0.1008$ V, so the front gate supplies less charge by $3.453\times0.1008=0.348$ µC/cm², or $2.17\times10^{12}$ electrons/cm². That is nearly all of the difference of $2.19\times10^{12}$ cm⁻²; the rest passes through the back oxide.

Now take the mixed iteration, with the quantum residual and the semiclassical derivative:

$$\phi^{\rm new}=\phi-(K+D)^{-1}\left(K\phi-b+Q[\phi]\right). \tag{4}$$

It starts at the solution of S, the start most favourable to the claim. The largest distance from the solution of Q is then 103 mV. After 1, 2, 3, 5, 10 and 15 updates it is 64, 44, 31, 15, 2.8 and 0.50 mV. The run stops after 68 updates, when every nodal residual is below $10^{-11}$ µC/cm². The exact derivative needs 6 updates from the same start.

Five more runs used the quantum residual with other matrices or other starts. All six, including (4), agree with the exact-derivative solution within $10^{-8}$ mV, while the solutions of S and Q differ by 103 mV. The mixed iteration has lost every trace of its semiclassical start and matrix. The claim is false.

The roles can also be exchanged. The semiclassical residual was iterated with the exact quantum matrix, evaluated at the solution of Q and held fixed, with shortened steps. Starting from the quantum solution, it arrived at the solution of S within $10^{-7}$ mV. The residual decides the answer in both directions.

## The correct statement

Consider

$$\phi^{(k+1)}=\phi^{(k)}-a_kB_k^{-1}F(\phi^{(k)}),\qquad a_k>0, \tag{5}$$

with each $B_k$ nonsingular.

**Statement.** A point is left unmoved by (5) if and only if $F=0$ there. If the iterates converge, the $B_k$ stay bounded and the $a_k$ stay above some positive number, the limit is a root of $F$. For the Hartree equilibrium problem (1)–(2) there is exactly one root. The matrix therefore affects the path, the rate and whether convergence occurs, but not the limit.

**Fixed points.** If $F=0$, the step is zero. If the step is zero, multiplying $a_kB_k^{-1}F=0$ by $B_k/a_k$ gives $F=0$.

**Limits.** Rearranging (5),

$$F(\phi^{(k)})=-\frac{1}{a_k}B_k\left(\phi^{(k+1)}-\phi^{(k)}\right).$$

For a convergent sequence the bracket tends to zero, and its prefactors are bounded, so $F(\phi^{(k)})\to0$. Since $F$ is continuous, it vanishes at the limit. Nothing here requires $B_k$ to resemble the derivative of $F$.

**The exact derivative.** Uniqueness needs $\chi_{ik}=\partial Q_i/\partial\phi_k$. A change $\delta\phi$ perturbs the Hamiltonian by $-\delta\phi$ on its diagonal. Define $M_{jl}=\sum_kv_{kj}v_{kl}\,\delta\phi_k$. First-order perturbation theory gives

$$\delta E_j=-M_{jj},\qquad \delta v_{ij}=-\sum_{l\ne j}\frac{M_{jl}}{E_j-E_l}\,v_{il}.$$

Differentiating (2),

$$\delta Q_i=-\sum_jN'(E_j)M_{jj}v_{ij}^2-2\sum_{j\ne l}\frac{N(E_j)}{E_j-E_l}\,v_{ij}v_{il}M_{jl}.$$

In the double sum, take half of the expression and add half of it with $j$ and $l$ exchanged. The denominator changes sign and the other factors are symmetric, so $2N(E_j)$ becomes $N(E_j)-N(E_l)$. Hence

$$\chi_{ik}=-\sum_{jl}\frac{N(E_j)-N(E_l)}{E_j-E_l}\,v_{ij}v_{il}v_{kj}v_{kl}, \tag{6}$$

within each ladder, where the quotient means $N'(E_j)$ for $j=l$. At a test potential, and for one test direction $\delta\phi$, the charge response $\chi\,\delta\phi$ from (6) agreed with a finite difference of (2) to better than one part in $10^5$ of its largest entry.

For any vector $u$,

$$u^T\chi u=-\sum_{jl}\frac{N(E_j)-N(E_l)}{E_j-E_l}\Big(\sum_iu_iv_{ij}v_{il}\Big)^2\ge0,$$

because $N$ decreases with energy and every quotient is negative. The Poisson matrix satisfies

$$u^TKu=c\sum_i(u_{i+1}-u_i)^2+C_fu_0^2+C_bu_N^2>0\quad(u\neq0).$$

So $J=K+\chi$ is symmetric and positive definite at every potential.

**One root.** Define $\Omega=\sum_j\int_{E_j}^{\infty}N(E)\,dE$. Since $\partial\Omega/\partial E_j=-N(E_j)$ and $\partial E_j/\partial\phi_i=-v_{ij}^2$, we have $\partial\Omega/\partial\phi_i=Q_i$. Therefore $F$ is the gradient of

$$G(\phi)=\tfrac12\phi^TK\phi-b^T\phi+\Omega(\phi).$$

The second derivative of $G$ is $J$, so $G$ is strictly convex. Since $\Omega\ge0$ and $K$ is positive definite, $G$ grows without limit at large $|\phi|$. It has one minimum, which is the one root $\phi^*$ of $F$. This completes the proof.

## What the matrix does control

Let $\phi=\phi^*+e$ with small $e$. Then $F=Je$ to first order. The variation of $B$ with $\phi$ multiplies $F$, which is already small, and so enters at second order. Equation (5) becomes

$$e^{\rm new}=(1-aB^{-1}J)\,e . \tag{7}$$

For symmetric positive definite $B$, the matrix $B^{-1}J$ is similar to $B^{-1/2}JB^{-1/2}$, so its eigenvalues $\lambda$ are real and positive. Each eigenvector of error is multiplied by $1-a\lambda$ per update, and local convergence from every direction requires $a\lambda_{\max}<2$.

If $B=J(\phi)$ and $a=1$, then $e^{\rm new}=J^{-1}(Je-F)$. The bracket is the remainder of the Taylor expansion, of order $e^2$, so convergence is quadratic. The exact run shows it: its errors after 3, 4 and 5 updates are 2.9, 0.10 and $1.1\times10^{-4}$ mV, and the quotients $0.10/2.9^2=0.012$ and $1.1\times10^{-4}/0.10^2=0.011$ per mV are nearly equal.

For $B=K+D$ at the quantum root, the eigenvalues run from 0.2891 to 0.9999. The slowest error therefore shrinks by $1-0.2891=0.7109$ per update, and a real update started along that eigenvector gave the same factor. Five updates should reduce the error by $0.7109^5=0.18$. The run went from 2.8 to 0.50 mV between updates 10 and 15, which is the same ratio.

All these eigenvalues lie below one. Since $\lambda=v^TJv/v^T(K+D)v$ for eigenvector $v$, this means $v^TDv>v^T\chi v$: here the semiclassical derivative overestimates the response, and the steps fall short. A likely contribution is the charge that it assigns next to the oxide, where the quantum charge vanishes, but the numbers do not isolate that cause.

A better local choice follows from (6). For a uniform shift, orthogonality gives $\sum_kv_{kj}v_{kl}=\delta_{jl}$, so

$$\sum_k\chi_{ik}=-\sum_jN'(E_j)v_{ij}^2 .$$

The right side is the density derivative with the orbitals frozen. Placed on the diagonal of $B$, it reproduces the response to a uniform shift. Its error factor here is 0.1407, and it needs 13 updates.

When the film is nearly empty, both $\chi$ and $D$ are small compared with $K$. Then $B^{-1}J$ approaches the identity, and even a crude derivative converges quickly. The choice matters once the film begins to fill, well before strong inversion.

## When the iteration fails or stops too soon

**No derivative at all.** With $D=0$ the matrix is $K$, and the largest eigenvalue of $K^{-1}J$ is 13.993. A full step multiplies that error by $1-13.993=-12.993$: it changes sign and grows. After 30 full steps from the solution of S, the residual was still 1.98 µC/cm², more than the whole electron charge of 1.17 µC/cm². The root exists but repels the iteration.

Damping by $a=1/13.993=0.0715$ repairs this. Since $J=K+\chi$, all eigenvalues are at least one, so no error factor exceeds $1-0.0715=0.93$. The run reached the same quantum root in 316 updates.

**A start far away.** Equation (7) is local. For any positive definite $B$, the slope of $G$ along the step $-B^{-1}F$ is $-F^TB^{-1}F<0$, so a short enough step lowers $G$. Halving the step until $G$ falls sufficiently guards against overshoot. From a flat start at −0.4 V, the rule halved one step of the semiclassical-matrix run, which took 69 updates. Full steps also converge from that start, so here the guard was only a precaution.

**A small step mistaken for a small error.** Multiply $D$ by ten. The root is unchanged, but the run needs 687 updates. At the first step below 1 mV, 0.981 mV in size, the remaining error is 28 mV. By (7), an error $e$ in one eigenvector produces a full step $\lambda e$ and leaves $(1-\lambda)e$, so

$$\frac{\text{remaining error}}{\text{last step}}=\frac{1-\lambda}{\lambda},$$

which is large for small $\lambda$. A solver that stopped there would report $4.87\times10^{12}$ cm⁻², which is 33% below the quantum answer. This is not the semiclassical density either, which lies above it: the quantum charge has been evaluated in a potential that has not yet risen far enough. Such a result is unconverged, and its error says nothing about the converged limit.

The residual gives a safe criterion. Let $e=\phi-\phi^*$. Averaging $J$ along the line from $\phi^*$ to $\phi$ gives $F(\phi)=\bar Je$ with $\bar J=K+\bar\chi$ and $\bar\chi$ positive semidefinite. Then

$$\lambda_{\min}(K)\|e\|^2\le e^TKe\le e^TF\le\|e\|\,\|F\|,$$

$$\|e\|\le\frac{\|F\|}{\lambda_{\min}(K)} . \tag{8}$$

The bound does not contain $B$. Small residuals certify the potential whatever matrix produced it.

## Where the derivative does enter the answer

Some quantities are themselves derivatives. Let the front gate voltage $V$ change with the back gate fixed. Differentiating (1) gives $(K+\chi)\,d\phi/dV=db/dV$, so the electron capacitance is

$$C=\frac{d}{dV}\sum_iQ_i=\mathbf 1^T\chi\,(K+\chi)^{-1}\frac{db}{dV}, \tag{9}$$

where $\mathbf 1$ is the vector of ones. The exact $\chi$ gives 2.349 µF/cm². Replacing $\chi$ by $D$ at the same, fully converged quantum potential gives 2.989 µF/cm², which is 27% too high. The consistent semiclassical calculation gives 2.842 µF/cm², so the mixed formula belongs to neither model.

The cheap matrix can still be used to obtain the right capacitance. Solving the quantum problem at two nearby gate voltages with $K+D$, and differencing the two charges, gives 2.349 µF/cm². The error arises when the solver's matrix is read as a physical response.

## Conditions and the real device

The fixed-point argument holds for any continuous residual, but uniqueness rests on the Hartree model. An attractive exchange potential adds a term that can destroy the positivity of $J$. If several roots then exist, the matrix and the start may decide which one is reached, though each is still a root of the full residual.

The dimensions are roughly those of a fully depleted silicon-on-insulator transistor; a 1.0 V gate is towards the high end for such a device. Halving the grid spacing changes the quantum sheet density by less than 0.01%, the semiclassical one by 0.03%, the two capacitances built on $D$ by about 0.001 µF/cm² and the eigenvalue 0.2891 by about 0.0001. The last digit of those values belongs to this grid, and the physical approximations matter more. Of the level shifts estimated here, exchange is the largest: a zero-temperature estimate at the peak density, with all electrons assigned to the two heavy-mass valleys, gives about 31 meV. In linear response, lowering all levels by that amount would raise the sheet density by $4.9\times10^{11}$ cm⁻², or 7%. This overstates the effect, because the shift is much smaller in the four light-mass valleys, which also hold part of the charge. Penetration into the oxide lowers the lowest level by about 7 meV and the lowest light-mass level by about 20 meV. The image energy at the charge centroid would be about 8 meV if the front oxide were very thick. The nearby gate, which this estimate omits, contributes about −13 meV for a 1 nm oxide, so the net image energy at the centroid is about −5 meV. Nonparabolic bands change the mass by about 7%. At 85 °C, with the other parameters held fixed, the density rises by 2%.

The equilibrium assumption also has a price. If the front layer were truly 1 nm of silicon dioxide, a rough tunnelling estimate that treats all electrons as if they were in the lowest heavy-mass level gives a leakage of order 100 A/cm², at an oxide field of 3.6 MV/cm. This estimate and the penetration shifts assume a 3.1 eV barrier and an oxide mass of 0.5 free-electron masses. Matching the wave functions of both ladders through the oxide gives about 500 A/cm², of which the light-mass levels, which penetrate further, carry about two thirds. An oxide mass of 0.4 raises that total about threefold. A physically thicker layer of higher permittivity can have the same capacitance with less tunnelling. These corrections belong in the residual if they are wanted in the answer. The numerical output below lists the values for this device.

## Numbers as computed

```
film, front oxide, back oxide: 7.0, 1.0, 20.0 nm
front gate, back gate: 1.0, 0.0 V; work offset 0.45 eV
grid spacing 0.070 nm; kT 25.85 meV
front, back oxide capacitance: 3.453, 0.173 uF/cm2
wide box, quantum/semiclassical density: 1.00019
sheet density, quantum residual: 7.2857e+12 cm^-2
sheet density, semiclassical residual: 9.4806e+12 cm^-2
charge centroid, quantum: 1.936 nm; semiclassical: 0.952 nm
front phi, quantum: 0.1929 V; semiclassical: 0.0921 V
lowest two levels, heavy ladder: -0.0180, 0.0527 eV
largest phi gap between the two answers: 103.40 mV
largest phi spread, six quantum runs: 8.2e-09 mV
quantum matrix, semiclassical residual: off by 2.3e-08 mV
updates, exact derivative: 6
updates, semiclassical derivative: 68
updates, frozen-orbital derivative: 13
updates, zero derivative, damping 0.0715: 316
updates, tenfold semiclassical derivative: 687
updates, semiclassical derivative, start 0 V: 68
same, start -0.4 V: 69; halvings 1
error in mV after k updates, exact derivative:
  0:1.0e+02  1:5.3e+01  2:1.6e+01  3:2.9e+00  4:1.0e-01  5:1.1e-04  6:0.0e+00
error in mV after k updates, semiclassical derivative:
  0:1.0e+02  1:6.4e+01  2:4.4e+01  3:3.1e+01  5:1.5e+01  10:2.8e+00  15:5.0e-01
error factor, semiclassical: 0.7109 predicted, 0.7109 seen
error factor, frozen orbital: 0.1407 predicted, 0.1407 seen
error factor, zero derivative: -12.993 predicted, -12.993 seen
lambda range, semiclassical matrix: 0.2891 to 0.9999
zero derivative, 30 full steps: residual 1.98 uC/cm2
stiff matrix, stop at step 0.981 mV: error 28.16 mV
sheet density at that early stop: 4.8726e+12 cm^-2
capacitance, exact derivative: 2.3493 uF/cm2
capacitance, differenced solutions: 2.3493 uF/cm2
capacitance, D put in at quantum root: 2.9886 uF/cm2
capacitance, fully semiclassical: 2.8421 uF/cm2
sheet density, halved grid spacing: 7.2851e+12 cm^-2
sheet density at 85 C: 7.4246e+12 cm^-2
neglected: oxide penetration lowers level by 6.6 meV
neglected: exchange scale 31.2 meV (zero-temperature)
  sheet density change for that shift: 4.90e+11 cm^-2
neglected: image energy at centroid 7.9 meV
neglected: nonparabolic mass change 7.0 percent
neglected: oxide transmission 6.1e-06, leakage 1.2e+02 A/cm2
neglected: largest hole density 5.9e+01 cm^-3
front oxide field: 3.57 MV/cm
```
